**Heitler–London singlet and triplet energies of H₂ with nonorthogonal 1s orbitals**

For exact hydrogen 1s orbitals $a,b$ on protons a distance $R$ apart (atomic units), $E_\pm=-1+(Q\pm A)/(1\pm S^2)$, with $+$ for the singlet, $Q=1/R-2j+J$ and $A=S^2/R-2Sk+K$. Here $S=\langle a|b\rangle$, $j=\langle a|1/r_b|a\rangle$, $k=\langle a|1/r_a|b\rangle$, $J=(aa|bb)$ and $K=(ab|ab)$. The program asserts that the closed forms agree with integrals, matrix elements and generalized eigenvalues of the full Hamiltonian on the determinants $|a\alpha\,b\beta|$, $|b\alpha\,a\beta|$ (1s as a 36-Gaussian sum, $R=0.5, 1.4, 3$ bohr), whose eigenvectors have $\langle\mathbf S^2\rangle=0$ and $2$. It also asserts agreement of $K$ with a momentum-space quadrature up to 55 bohr, the Legendre identities and one-dimensional form of the Poisson derivation, the $1/R$ coefficient of the large-$R$ expansion, and, on a grid, that $A<0$ only for $R_1<R<R_2$ while $A-S^2Q<0$ for $R<R_2$. With Löwdin-orthogonalized orbitals it asserts that the triplet is unchanged and the singlet lies above it, unbound. The output gives $A=-0.1630$ hartree, singlet $-0.1055$ and triplet $+0.3711$ hartree relative to two atoms at 1.4 bohr, $R_1=0.857$ and $R_2=49.8$ bohr, and a singlet minimum of depth $0.1160$ hartree (3.16 eV) at 1.64 bohr.

## Numerical check

```python
# Heitler-London H2, atomic units, a,b = exp(-r)/sqrt(pi) on protons a distance R apart.
# Result under test: E(+/-) = -1 + (Q +/- A)/(1 +/- S^2)   (+ singlet, - triplet)
#   S=<a|b>, j=<a|1/r_b|a>, k=<a|1/r_a|b>, J=(aa|bb), K=(ab|ab), Sp=e^R(1-R+R^2/3)
#   Q = 1/R-2j+J,  A = S^2/R-2Sk+K,  u=k/S, w=K/S^2, A/S^2 = 1/R-2u+w
# A<0 only for R1<R<R2; singlet below triplet when A-S^2 Q<0.
import numpy as np, mpmath as mp, sympy as sp
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants as pc
from pyscf import gto, ao2mo, fci
mp.mp.dps = 30
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0]*1e10

def closed(R):
    R = mp.mpf(R); e = mp.exp(-R); e2 = e*e
    S = e*(1+R+R**2/3); Sp = (1-R+R**2/3)/e; k = e*(1+R)
    j = 1/R-e2*(1+1/R)
    J = 1/R-e2*(1/R+mp.mpf(11)/8+3*R/4+R**2/6)
    Kpoly = e2*(mp.mpf(25)/8-23*R/4-3*R**2-R**3/3)/5
    Klog = 6/(5*R)*(S**2*(mp.euler+mp.log(R))+2*S*Sp*mp.e1(2*R)-Sp**2*mp.e1(4*R))
    K = Kpoly+Klog
    Q = e2*(1/R+mp.mpf(5)/8-3*R/4-R**2/6)
    A = e2*(1+R+R**2/3)*(1-R-5*R**2/3)/R+K
    return dict(S=S, Sp=Sp, j=j, k=k, J=J, K=K, Kpoly=Kpoly, Klog=Klog, Q=Q, A=A,
                Es=(Q+A)/(1+S**2), Et=(Q-A)/(1-S**2), F=R*A/S**2, D=A-S**2*Q)

# Full Hamiltonian on determinants; exp(-r) as a quadrature sum of Gaussians
t = np.exp(np.arange(-5, 12.51, 0.5))
coef = t**-0.5*np.exp(-1/(4*t))/t**0.75
basis = [[0]+[[float(p), float(q)] for p, q in zip(t, coef)]]

def determinant_road(R, tol=5e-6):
    c = {key: float(v) for key, v in closed(R).items()}
    mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, R)]], unit='Bohr',
                basis={'H': basis}, verbose=0)
    ov = mol.intor('int1e_ovlp'); T = mol.intor('int1e_kin')
    h = T+mol.intor('int1e_nuc')
    with mol.with_rinv_origin((0, 0, 0)):
        ra = mol.intor('int1e_rinv')
    eri = ao2mo.restore(1, mol.intor('int2e', aosym='s8'), 2)
    assert abs(T[0, 0]-ra[0, 0]+0.5) < tol and abs(T[1, 0]-ra[1, 0]+ov[0, 1]/2) < tol
    for val, key in ((ov[0, 1], 'S'), (ra[1, 1], 'j'), (ra[0, 1], 'k'),
                     (eri[0, 0, 1, 1], 'J'), (eri[0, 1, 0, 1], 'K')):
        assert abs(val-c[key]) < tol, key
    lam, U = eigh(ov)
    X = U@np.diag(lam**-0.5)@U.T; Y = U@np.diag(lam**0.5)@U.T
    ho = X@h@X
    go = np.ascontiguousarray(np.einsum('pi,qj,rk,sl,pqrs->ijkl', X, X, X, X, eri))
    h2 = fci.direct_spin1.absorb_h1e(ho, go, 2, (1, 1), 0.5)
    def matrices(ca, cb):
        D = [np.outer(ca, cb), np.outer(cb, ca)]
        HD = [np.asarray(fci.direct_spin1.contract_2e(h2, d, 2, (1, 1))).reshape(2, 2)+d/R
              for d in D]
        H = np.array([[np.sum(d*g) for g in HD] for d in D])
        M = np.array([[np.sum(d*g) for g in D] for d in D])
        return D, H, M
    D, H, M = matrices(Y[:, 0], Y[:, 1])
    assert abs(M[0, 1]-c['S']**2) < tol
    assert abs(H[0, 0]-(-1+c['Q'])) < tol and abs(H[0, 1]-(-c['S']**2+c['A'])) < tol
    E, V = eigh(H, M)
    spin = [fci.spin_op.spin_square(np.ascontiguousarray(V[0, n]*D[0]+V[1, n]*D[1]),
                                    2, (1, 1))[0] for n in range(2)]
    assert abs(spin[0]) < 1e-8 and abs(spin[1]-2) < 1e-8
    # triplet error is amplified by 1/(1-S^2)
    assert abs(E[0]+1-c['Es']) < tol and abs(E[1]+1-c['Et']) < tol/(1-c['S']**2)
    assert abs(E[0]-E[1]-2*c['D']/(1-c['S']**4)) < 2*tol/(1-c['S']**2)
    _, Ho, _ = matrices(np.array([1., 0.]), np.array([0., 1.]))
    Eso, Eto, Ko = Ho[0, 0]+Ho[0, 1], Ho[0, 0]-Ho[0, 1], go[0, 1, 0, 1]
    assert abs(Eto+1-c['Et']) < tol/(1-c['S']**2)
    assert Ko > 0 and abs(Eso-Eto-2*Ko) < 1e-9 and Eso > -1
    return E, Eso, Eto, Ko
gauss = {R: determinant_road(R) for R in (0.5, 1.4, 3.0)}

# S and k by quadrature; K in momentum space (Feynman parameter x); all scaled by e^R
def w_u_numeric(R, kmax):
    y, wy = np.polynomial.laguerre.laggauss(12); eta, we = np.polynomial.legendre.leggauss(12)
    xi = (1+y/R)[:, None]; dV = 2*(R/2)**3*(xi**2-eta**2)*np.outer(wy/R, we)
    s = dV.sum(); kk = (dV/(R*(xi+eta)/2)).sum()
    x, wx = np.polynomial.legendre.leggauss(200); x = (x+1)/2; wx = wx/2
    q, wq = np.polynomial.legendre.leggauss(300); q = kmax*(q+1)/2; wq = kmax*wq/2
    dx = x[:, None]-x[None, :]; K = 0.0
    for qi, wi in zip(q, wq):
        g = np.sqrt(1+x*(1-x)*qi**2)
        W = 2*wx*x*(1-x)*(3+3*g*R+(g*R)**2)*np.exp(-(g-1)*R)/g**5
        K += wi*(W@np.sinc(qi*R*dx/np.pi)@W)
    return s, kk/s, 2/np.pi*K/s**2
Fnum = {}
for R, kmax in ((1.4, 40), (10., 15), (45., 6), (55., 6)):
    c = closed(R); s, u, w = w_u_numeric(R, kmax)
    assert abs(s/float(c['S']*mp.exp(R))-1) < 1e-10 and abs(u/float(c['k']/c['S'])-1) < 1e-10
    assert abs(w/float(c['K']/c['S']**2)-1) < 1e-6
    Fnum[R] = 1-2*R*u+R*w
    assert abs(Fnum[R]-float(c['F'])) < 1e-5
assert Fnum[45.] < 0 < Fnum[55.]

# Poisson route: Legendre functions, potential at the nucleus, one-dimensional form of K
z = sp.symbols('z', positive=True)
Q0 = sp.log((z+1)/(z-1))/2; p = z**2-sp.Rational(1, 3)
for l, P, Ql in ((0, sp.Integer(1), Q0), (2, 3*p/2, sp.Rational(3, 2)*(p*Q0-z))):
    for zv in (sp.Rational(13, 10), sp.Integer(4)):
        wr = P*sp.diff(Ql, z)-sp.diff(P, z)*Ql+1/(z**2-1)
        ode = sp.diff((z**2-1)*sp.diff(Ql, z), z)-l*(l+1)*Ql
        assert abs(sp.N(wr.subs(z, zv), 30)) < 1e-20 and abs(sp.N(ode.subs(z, zv), 30)) < 1e-20
for R in (mp.mpf('0.5'), mp.mpf('1.4'), mp.mpf(5)):
    c = closed(R); third = mp.mpf(1)/3
    q0 = lambda v: mp.log((v+2)/v)/2            # v = xi - 1
    pp = lambda v: (1+v)**2-third
    ex = lambda v: mp.exp(-R*(1+v))
    phi = R**2*mp.quad(lambda v: ex(v)*(pp(v)*q0(v)-(pp(v)*q0(v)-(1+v))), [0, 1, 10, 200])
    f0 = R**2*mp.quad(lambda v: ex(v)*pp(v)*q0(v), [0, 1, 10, 200])
    f2 = -R**2*mp.quad(lambda v: ex(v)*(pp(v)*q0(v)-(1+v)), [0, 1, 10, 200])
    assert abs(f0+f2-c['k']) < 1e-15 and abs(phi-c['k']) < 1e-15
    g = lambda x: mp.exp(-R*x)*(x**2/R+2*x/R**2+2/R**3-third/R)
    G = lambda v: g(1)-g(1+v)
    assert abs(G(mp.mpf(2))-mp.quad(lambda v: pp(v)*ex(v), [0, 2])) < 1e-20
    I1 = mp.quad(lambda v: G(v)**2/(v*(v+2)), [0, 1, 10, 200])+g(1)**2*q0(mp.mpf(200))
    I2 = mp.quad(lambda v: (1+v)*ex(v)*G(v), [0, 1, 10, 200])
    assert abs(R**5*(3*I1-I2)/5-c['K']) < 1e-14

# Sign scans, roots, asymptote, minimum
grid = np.geomspace(0.05, 100, 400); tab = [closed(R) for R in grid]
F = lambda R: float(closed(R)['F'])
R1 = brentq(F, 0.5, 1.2, xtol=1e-12); R2 = brentq(F, 40, 60, xtol=1e-10)
R2D = brentq(lambda R: float(R*closed(R)['D']/closed(R)['S']**2), 40, 60, xtol=1e-10)
assert abs(R2-R2D) < 1e-8
for R, c in zip(grid, tab):
    assert c['K'] > 0 and (c['A'] < 0) == (R1 < R < R2) and (c['D'] < 0) == (R < R2)
Et = [c['Et'] for R, c in zip(grid, tab) if R < 40]
assert all(m > n > 0 for m, n in zip(Et, Et[1:]))
asym = 400*(closed(400)['F']-(mp.mpf(6)/5*(mp.euler+mp.log(400))-mp.mpf(28)/5))
assert abs(asym-11.1) < 0.1      # next term is of order 13/R
R0 = brentq(lambda R: float(closed(R)['S']/R-2*closed(R)['k']), 0.1, 1)
assert abs(1-R0-5*R0**2/3) < 1e-9
Re = minimize_scalar(lambda R: float(closed(R)['Es']), bounds=(1, 3), method='bounded',
                     options={'xatol': 1e-9}).x

R = 1.4; c = {key: float(v) for key, v in closed(R).items()}; S = c['S']
print(f"R = {R} bohr = {R*ANG:.4f} angstrom; 1 hartree = {EV:.4f} eV")
print(f"exp(-R) = {np.exp(-R):.6f}, exp(-2R) = {np.exp(-2*R):.6f}, 1/R = {1/R:.6f} hartree")
print(f"S = {S:.6f}, S^2 = {S*S:.6f}, S' = {c['Sp']:.6f}")
print(f"gamma = {float(mp.euler):.6f}, ln R = {np.log(R):.6f}")
print(f"E1(2R) = {float(mp.e1(2*R)):.6e}, E1(4R) = {float(mp.e1(4*R)):.6e}")
for key in ('j', 'k', 'J', 'Kpoly', 'Klog', 'K', 'Q'):
    print(f"{key} = {c[key]:.6f} hartree")
print(f"S^2/R = {S*S/R:.6f} hartree, -2Sk = {-2*S*c['k']:.6f} hartree")
print(f"A = {c['A']:.6f} hartree, A - S^2 Q = {c['D']:.6f} hartree")
print(f"1+S^2 = {1+S*S:.6f}, 1-S^2 = {1-S*S:.6f}")
print(f"singlet (Q+A)/(1+S^2) = {c['Es']:.6f} hartree = {c['Es']*EV:.3f} eV")
print(f"triplet (Q-A)/(1-S^2) = {c['Et']:.6f} hartree = {c['Et']*EV:.3f} eV")
print(f"total: singlet {c['Es']-1:.6f}, triplet {c['Et']-1:.6f} hartree")
print(f"determinant road: singlet {gauss[R][0][0]:.6f}, triplet {gauss[R][0][1]:.6f} hartree")
print(f"triplet - singlet = {c['Et']-c['Es']:.6f} hartree = {(c['Et']-c['Es'])*EV:.3f} eV")
print(f"orthogonal orbitals: singlet {gauss[R][1]:.6f}, triplet {gauss[R][2]:.6f} hartree")
print(f"orthogonal exchange integral = {gauss[R][3]:.6f} hartree")
print("R(bohr)  S  1/R  2u  w  A/S^2  Q  A  singlet  triplet (hartree, rel. to 2 H)")
for R in (0.5, 1.0, 1.4, 2.0, 3.0, 5.0, 10.0):
    d = {key: float(v) for key, v in closed(R).items()}; S = d['S']
    print(f"{R:4.1f} {S:.4f} {1/R:.4f} {2*d['k']/S:.4f} {d['K']/S**2:.4f} {d['A']/S**2:+.4f}"
          f" {d['Q']:+.3e} {d['A']:+.3e} {d['Es']:+.3e} {d['Et']:+.3e}")
print(f"zero of S^2/R - 2Sk: R0 = {R0:.4f} bohr")
print(f"zeros of A: R1 = {R1:.4f} bohr, R2 = {R2:.2f} bohr")
print(f"leading-order estimate exp(14/3 - gamma) = {float(mp.exp(mp.mpf(14)/3-mp.euler)):.2f} bohr")
print(f"R A/S^2 (momentum space): {Fnum[45.]:+.4f} at 45 bohr, {Fnum[55.]:+.4f} at 55 bohr")
print(f"A at 55 bohr = {mp.nstr(closed(55)['A'], 3)} hartree")
print(f"1/R coefficient of R A/S^2 estimated at 400 bohr = {float(asym):.3f}")
d = {key: float(v) for key, v in closed(Re).items()}
print(f"singlet minimum: Re = {Re:.4f} bohr = {Re*ANG:.4f} angstrom")
print(f"at Re: S = {d['S']:.4f}, Q = {d['Q']:.5f} hartree, A = {d['A']:.5f} hartree")
print(f"binding energy De = {-d['Es']:.5f} hartree = {-d['Es']*EV:.3f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
R = 1.4 bohr = 0.7408 angstrom; 1 hartree = 27.2114 eV
exp(-R) = 0.246597, exp(-2R) = 0.060810, 1/R = 0.714286 hartree
S = 0.752943, S^2 = 0.566923, S' = 1.027317
gamma = 0.577216, ln R = 0.336472
E1(2R) = 1.685529e-02, E1(4R) = 5.708402e-04
j = 0.610040 hartree
k = 0.591833 hartree
J = 0.503521 hartree
Kpoly = -0.142535 hartree
Klog = 0.465826 hartree
K = 0.323291 hartree
Q = -0.002273 hartree
S^2/R = 0.404945 hartree, -2Sk = -0.891232 hartree
A = -0.162996 hartree, A - S^2 Q = -0.161708 hartree
1+S^2 = 1.566923, 1-S^2 = 0.433077
singlet (Q+A)/(1+S^2) = -0.105474 hartree = -2.870 eV
triplet (Q-A)/(1-S^2) = 0.371119 hartree = 10.099 eV
total: singlet -1.105474, triplet -0.628881 hartree
determinant road: singlet -1.105474, triplet -0.628881 hartree
triplet - singlet = 0.476593 hartree = 12.969 eV
orthogonal orbitals: singlet -0.609124, triplet -0.628881 hartree
orthogonal exchange integral = 0.009878 hartree
R(bohr)  S  1/R  2u  w  A/S^2  Q  A  singlet  triplet (hartree, rel. to 2 H)
 0.5 0.9603 2.0000 1.8947 0.6154 +0.7207 +8.124e-01 +6.647e-01 +7.684e-01 +1.900e+00
 1.0 0.8584 1.0000 1.7143 0.5926 -0.1217 +9.586e-02 -8.965e-02 +3.576e-03 +7.049e-01
 1.4 0.7529 0.7143 1.5721 0.5703 -0.2875 -2.273e-03 -1.630e-01 -1.055e-01 +3.711e-01
 2.0 0.5865 0.5000 1.3846 0.5355 -0.3492 -1.908e-02 -1.201e-01 -1.036e-01 +1.540e-01
 3.0 0.3485 0.3333 1.1429 0.4817 -0.3278 -6.920e-03 -3.982e-02 -4.167e-02 +3.744e-02
 5.0 0.0966 0.2000 0.8372 0.3985 -0.2387 -3.220e-04 -2.226e-03 -2.525e-03 +1.922e-03
10.0 0.0020 0.1000 0.4962 0.2810 -0.1152 -4.832e-08 -4.668e-07 -5.152e-07 +4.185e-07
zero of S^2/R - 2Sk: R0 = 0.5307 bohr
zeros of A: R1 = 0.8568 bohr, R2 = 49.79 bohr
leading-order estimate exp(14/3 - gamma) = 59.71 bohr
R A/S^2 (momentum space): -0.0988 at 45 bohr, +0.0991 at 55 bohr
A at 55 bohr = 3.45e-45 hartree
1/R coefficient of R A/S^2 estimated at 400 bohr = 11.068
singlet minimum: Re = 1.6425 bohr = 0.8692 angstrom
at Re: S = 0.6853, Q = -0.01676 hartree, A = -0.15367 hartree
binding energy De = 0.11597 hartree = 3.156 eV
ALL CHECKS PASSED
```
